Kβ exchange splitting and spin selectivity in a high-spin d⁵ atom, part 2

When a 3p electron fills a 1s hole, 1s¹3d⁵ becomes 3p⁵3d⁵, and exchange with the 3d spin splits the Kβ line. The d⁵ shell starts in |⁶S, M = 5/2⟩, all spins up (majority). The model: one configuration at each stage, a spherical atom, exact Coulomb repulsion within the configuration, dipole emission, no spin–orbit coupling so far. Energies are measured from ⁷P, the final term of the main line Kβ₁,₃; a term ε above it emits a photon lower by ε. "The program" is a numerical check on all determinants of 3p⁵3d⁵.

With radial functions P(r)/r, e²/4πε₀ = 1 and C_kq = √(4π/(2k+1)) Y_kq,

c^k(lm, l′m′) = ⟨lm|C_(k,m−m′)|l′m′⟩,

G^k = ∫∫ P_p(r₁)P_d(r₁) P_p(r₂)P_d(r₂) r_<^k/r_>^(k+1) dr₁dr₂.

F^k are the direct integrals. The p–d exchange operator X has average K and rank-1 and rank-2 coefficients x1, x2:

F2 = F²(d,d)/49, F4 = F⁴(d,d)/441, f2 = F²(p,d)/35, g1 = G¹/15, g3 = G³/245,

K = 2g1 + 21g3, x1 = (3/2)(g1 − 7g3), x2 = (g1 + 3g3)/2.

At M_S = 2, a has a p↑ hole and an intact d shell; b₀, b₁, b₂ have a p↓ hole, one d spin turned over, and parents ⁶S, ⁴P, ⁴D. Then

|⁷P, 2⟩ = (a + √5 b₀)/√6, |⁵P₀⟩ = (b₀ − √5 a)/√6.

Rank-0 exchange alone puts ⁵P₀ at 6K. The ⁵P energies ε_i are the eigenvalues, and w_i the squared ⁵P₀ components of the eigenvectors, of H in the basis (⁵P₀, b₁, b₂):

H₀₀ = 12g1 + 126g3,

H₁₁ = E_P + (9/2)g1 + 21g3,

H₂₂ = E_D + (7/2)g1 + 3g3,

H₀₁ = −2√6 x1 = −3√6 (g1 − 7g3),

H₀₂ = 2√42 x2 = √42 (g1 + 3g3),

H₁₂ = √7 [3f2 − (3/2)g1 + 3g3],

E_P = E(⁴P) − E(⁶S) = 7F2 + 210F4, E_D = E(⁴D) − E(⁶S) = 17F2 + 90F4.

S₋ = Σ d†_n↓ d_n↑; p_mσ removes a 3p electron. For a one-body operator O, a hole gives

_h⟨m′|O|m⟩_h = δ tr O − (O^τ)_m′m,

where τ, a transposition with a relabelling, sends l to −l.

Q. Energies are half the spectrum. How is the intensity shared? And the intermediate state has an exchange splitting of its own.

A. It has. For a 1s and a 3d electron the exchange operator is a scalar on the five d states with c²(s0,dn)² = 1/5, so X = G²(1s,3d)/5 is purely of rank 0. The two-state argument above applies with K replaced by this value: ⁷S lies below ⁵S by (6/5)G²(1s,3d). Here the result is exact within the configuration, since a 1s electron on a quartet parent has L ≥ 1 and cannot mix with an S state.

Take the ionisation as sudden, with the photoelectron fast enough to decouple: the ion is left in s_σ|g⟩, where g is the ground state and s_σ removes a 1s electron of spin σ. For σ = ↓ the state has M_S = 3 and is pure ⁷S. For σ = ↑ it is the analogue of a, with weight 1/6 in ⁷S and 5/6 in ⁵S. The emission operator is Σ_σ s†_σ p_mσ times c¹(s0,pm) and a common radial integral. With c¹² = 1/3 for each m, the sum over polarisations and directions gives unit strength per 1s hole. The operator is a spin scalar that leaves the d parent unchanged, so ⁷S goes to ⁷P and ⁵S goes to ⁵P₀. A final state of definite spin is reached through one intermediate term only, so there is no interference, whatever the ratio of the 1s–3d splitting to the 1s width. The integrated intensities are

↓ removed: I(⁷P) = 1, I(⁵P_i) = 0,

↑ removed: I(⁷P) = 1/6, I(⁵P_i) = (5/6) w_i.

With both spins ionised equally, all ⁵P lines together stand to ⁷P as (5/6)/(7/6) = 5/7 = S/(S+1). The ⁵P lines start from ⁵S, so their distance below the main line is ε_i − (6/5)G²(1s,3d), a small correction evaluated below. A change of the radial functions between the configurations multiplies all lines by one overlap factor in this model; shake processes are outside it.

Q. What, then, is left of 6K?

A. It is the exact first moment of the quintet intensity. Since w_i = |⟨i|⁵P₀⟩|²,

Σ w_i ε_i = ⟨⁵P₀|H|⁵P₀⟩ = 6K,

Σ w_i ε_i² = ⟨⁵P₀|H²|⁵P₀⟩ = H₀₀² + H₀₁² + H₀₂²,

σ² = Σ w_i (ε_i − 6K)² = 54(g1 − 7g3)² + 42(g1 + 3g3)².

Both moments contain G¹ and G³ only; the d–d integrals and F²(p,d) move the individual lines but not the centroid or the spread. If G¹ = G³ = 0, then H₀₀ = H₀₁ = H₀₂ = 0 and one line remains however large F²(p,d) is (the program asserts this for one set of integrals, with F²(p,d) = 11 eV): in this model the splitting is due to exchange alone. If both eigenvalues of the 2 × 2 block with diagonal E_P, E_D and off-diagonal 3√7 f2 are much larger in magnitude than the G integrals, ⁵P₀ decouples and there is one quintet line at 6K; large E_P and E_D alone are not enough, since one eigenvalue vanishes at E_P E_D = 63 f2². In general the highest eigenvalue of a symmetric matrix is at least as large as any diagonal element, with equality for H₀₀ only if ⁵P₀ is an eigenvector. The G^k are positive, being Coulomb self-energies of a multipole of the overlap density, so H₀₂ > 0 and the highest root lies strictly above 6K. For the same reason some intensity must lie below 6K. How the weight divides depends on the numbers.

Q. Then give me numbers for a real atom.

A. Take vanadium in its 3d⁵ ⁶S term. This is an excited term of the neutral atom; it has 23 electrons in the configuration of the d⁵ ions, and all the algebra applies unchanged. Its 3d orbital is more diffuse than that of a more highly charged d⁵ ion, so the values are not those of such an ion. The radial functions come from a nonrelativistic, spherically averaged, spin-unpolarised, exchange-only LDA calculation for V⁺ 3p⁵3d⁵, and the integrals are used without scaling. The mean radii are 1.028 bohr for 3p and 1.497 bohr for 3d. The digits below are kept so that the arithmetic can be followed; as predictions for the atom the energies are uncertain already in the second figure, because they scale with integrals that depend on how the orbitals are obtained, and correlation outside the configuration is left out.

F²(d,d) = 7.583 eV, F⁴(d,d) = 4.650 eV, F²(p,d) = 9.046 eV, G¹ = 11.232 eV, G³ = 6.688 eV.

Dividing by 49, 441, 35, 15 and 245,

F2 = 0.1547 eV, F4 = 0.01054 eV, f2 = 0.2584 eV, g1 = 0.7488 eV, g3 = 0.02730 eV.

Then, in eV,

K = 1.498 + 0.573 = 2.071, with x1 = 0.8365 and x2 = 0.4153,

E_P = 7(0.1547) + 210(0.01054) = 3.30, E_D = 17(0.1547) + 90(0.01054) = 3.58,

H₀₀ = 6K = 12.425,

H₁₁ = 3.297 + 3.370 + 0.573 = 7.240,

H₂₂ = 3.580 + 2.621 + 0.082 = 6.28,

H₀₁ = −7.348(0.7488 − 0.1911) = −4.098,

H₀₂ = 6.481(0.7488 + 0.0819) = 5.383,

H₁₂ = 2.646(0.775 − 1.123 + 0.082) = −0.704.

The roots, with their ⁶S, ⁴P and ⁴D parent weights, are

ε₁ = 2.558 eV: 0.3131, 0.1436, 0.5433,

ε₂ = 6.276 eV: 0.0121, 0.7182, 0.2697,

ε₃ = 17.114 eV: 0.6748, 0.1382, 0.1870.

The roots add to 25.95 eV, the trace of the matrix. The centroid is 0.801 + 0.076 + 11.549 = 12.43 eV (0.4566 Eh), equal to 6K, and the variance is 4.098² + 5.383² = 16.79 + 28.98 = 45.8 eV², a spread σ = 6.77 eV. No line lies at the centroid. The strong quintet line, Kβ′, is 17.1 eV (0.629 Eh) below the main line, 4.7 eV further than 6K; relative to ε₃, the value 6K is 27 % too small. Almost a third of the quintet weight sits only 2.6 eV below ⁷P, as a shoulder on the low-energy side of Kβ₁,₃.

The intensities (5/6)w_i are 0.2609, 0.0101 and 0.5623. Kβ′ alone has 0.5623/(7/6) = 0.482 of the ⁷P intensity, against 0.714 for all quintets, and if the shoulder is not resolved from the main line the ratio is 0.5623/(1.1667 + 0.2609) = 0.394.

Q. Could the shift of 4.7 eV have been had from second-order perturbation theory? And why is the middle line so weak?

A. Second order with the diagonal elements as unperturbed energies, a partition that leaves H₁₂ out, gives 16.79/(12.425 − 7.240) + 28.98/(12.425 − 6.282) = 3.24 + 4.72 = 7.96 eV, too large by 70 % of the true shift, because the couplings, 4.1 and 5.4 eV, are comparable to the denominators, 5.2 and 6.1 eV.

A change of basis answers both points. ⁵P₀ couples only to the combination u = (H₀₁b₁ + H₀₂b₂)/σ = −0.606 b₁ + 0.796 b₂, with strength σ. The orthogonal combination v = 0.796 b₁ + 0.606 b₂ has no direct coupling to it. Its energy is

0.633(7.240) + 0.367(6.282) + 2(0.482)(−0.704) = 6.21 eV,

that of u is 13.52 − 6.21 = 7.31 eV, and their coupling is −0.482(7.240 − 6.282) + (0.633 − 0.367)(−0.704) = −0.65 eV. Dropping this last coupling leaves a dark state at 6.21 eV and a two-level problem with roots

(12.425 + 7.31)/2 ± √(2.556² + 45.8) = 9.87 ± 7.23 = 17.10 and 2.64 eV.

These are within 0.1 eV of the three exact roots. The middle line is v, which borrows its one percent of weight through a coupling of 0.65 eV across gaps of 3.6 and 10.9 eV.

Q. Now the spin selectivity. What exactly is selected?

A. The spin, relative to the 3d moment of the same atom, of the 1s electron that was removed. The absorbed photon does not flip spins, so this is also the spin of the photoelectron. From the intensities above, every ⁵P line, Kβ′ included, comes only from removal of a majority electron. The reason is conservation of M_S: removing a minority electron leaves M_S = 3, which no quintet possesses. The ⁷P line receives 1 from minority and 1/6 from majority removal, so its minority fraction is 1/(7/6) = 6/7 = 0.857. The main line cannot be pure, since a septet has an M_S = 2 component that majority removal reaches.

If μ↑(E) and μ↓(E) are the cross-sections for exciting the 1s electron into empty states of each local spin, the yields as functions of incident energy are

Y(Kβ′) ∝ (5/6) w₃ μ↑, Y(⁷P) ∝ μ↓ + μ↑/6.

An analyser that accepts the shoulder as well adds (5/6)w₁ μ↑. For μ↑ = μ↓ the minority fraction is then 1/(7/6 + 5w₁/6), which for vanadium is 1/(1.1667 + 0.2609) = 0.70.

Q. You prepared the atom in M = 5/2. In a paramagnet there is no such state.

A. The unpolarised ensemble, with all six M equally populated, is the uniform average over directions n of the stretched state along n: that average commutes with all spin rotations, so by Schur's lemma it is proportional to the identity on the sextet. For each n the analysis holds with up and down defined along n, and the intensities summed over polarisation do not depend on n. The selectivity refers to the local moment and needs no magnetic order and no polarised light.

The yield formulas do assume that the excited electron acts as a spectator labelled by its spin. At threshold this can fail. Excitation into 3d is the clearest case: the d↑ orbitals are full, so only a minority electron can go there, and the intermediate state is 1s¹3d⁶, to which the d⁵ term structure derived here does not apply.

Q. A 3p hole has spin–orbit coupling, and then S is no longer conserved. Does the selection survive?

A. The operator ζ Σ l·s acts on a hole in the six p spin-orbitals. The map τ reverses both l and s, leaving l·s unchanged, and the trace is zero, so the hole feels −ζ l·s, with l and s the total momenta of the p⁵ shell. Within ⁷P, l = L, and the vector s is proportional to the total spin; at M_S = 3 one has s_z = ½, so the factor is 1/6. The first-order levels are

E_J = (A/2)[J(J+1) − 2 − 12], A = −ζ/6,

that is 3A, −A and −4A for J = 4, 3, 2, with total spread 7ζ/6; the program asserts this in the limit of small ζ. For vanadium, ζ = (α²/2)⟨(1/r) dV/dr⟩ in atomic units, with α the fine-structure constant and V the LDA central potential, is 0.5437 eV, and A = −0.0906 eV. The first-order levels are −0.272, 0.091 and 0.362 eV; diagonalisation gives −0.272, 0.064 and 0.341 eV.

The pattern of the differences can be derived. The operator leaves the ⁶S parent unchanged, so it connects ⁷P_J only to ⁵P₀ with the same J. There is no ⁵P₄, so J = 4 keeps its first-order energy. For J = 3 and 2 the space (⁷P_J, ⁵P₀,J) is also spanned by j = 3/2 and j = 1/2 of the hole, where −ζ l·s has eigenvalues −ζ/2 and +ζ: trace ζ/2, determinant −ζ²/2. For J = 3 the septet element is ζ/6, the quintet element ζ/3, and the squared coupling is ζ²/18 + ζ²/2 = 5ζ²/9. For J = 2 the elements are 2ζ/3 and −ζ/6, and the squared coupling is −ζ²/9 + ζ²/2 = 7ζ²/18. The second-order shift is minus this times

Σ w_i/ε_i = 0.1224 + 0.0019 + 0.0394 = 0.1638 eV⁻¹,

which with ζ² = 0.2956 eV² gives −0.027 eV and −0.019 eV. The computed shifts, 0.0641 − 0.0906 and 0.3408 − 0.3625, are −0.026 and −0.022 eV; the remainder is of higher order in ζ.

Once the final states have mixed spin, the paths through ⁷S and ⁵S can interfere. For the 1s¹3d⁵ orbitals G²(1s,3d) = 0.0356 eV and the gap is 1.2(0.0356) = 0.043 eV, far below the 1s lifetime width, for which tabulated values are roughly 1 eV (the width is not computed in this model). The two paths then add coherently and the final vector is p_mσ|g⟩. For majority removal, the term linear in ζ in the weight of the three main levels is proportional to ⟨⁷P, m, M_S = 2|l·s|⁵P₀, m, M_S = 2⟩. Only l_z s_z contributes, so it is proportional to m and cancels in the sum over polarisations. For minority removal the vector has no quintet part and no linear term arises. The purity therefore changes at second order: the computed minority fraction of the three ⁷P levels is 0.855 against 0.857. The 3d spin–orbit coupling is not included.

Q. You treated intensity as a squared matrix element. The rate also depends on the photon energy.

A. The spontaneous dipole rate is proportional to ω³ times the squared matrix element of r. The difference of the two LDA total energies, −739.976 − (−938.172) = 198.196 Eh, puts the emission near 5393 eV, or 5.4 keV at the accuracy of a nonrelativistic configuration-average calculation. The factor for Kβ′ relative to the main line is (1 − 17.114/5393)³ = 0.9905, a reduction of just under one percent. The 0.043 eV by which ⁵S lies above ⁷S shortens the splitting by a quarter of a percent.

Q. Where does the whole picture stop being valid?

A. Some extensions leave part of it intact. Take a crystal field as a spin-free one-body operator acting on the d shell only; a cubic field does not split the 3p shell, while a field of lower symmetry also splits the 3p hole, an effect left out here. On the full d↑ set it returns its trace, and it commutes with S₋, so it acts as a constant on every ⁶S component. As long as the ground state remains the sextet, ⁷P, the centroid 6K, the variance, the 5:7 ratio and the spin fractions 6/7 and 1 are unchanged; the quartet parents split and mix, the 3 × 3 matrix grows, and the individual quintet lines move. If the field is strong enough to make the ground state low-spin, the starting point is gone. A uniform reduction of all Slater integrals, the simplest way to mimic screening, scales every ε_i by the same factor and leaves the w_i alone, because H is linear in the integrals.

Other effects lie outside the model. Interaction with other configurations and covalent mixing of 3d with ligand orbitals change the effective exchange and add d⁶ components with smaller spin. The line widths are not equal either. A 3p hole can decay by an Auger process to 3p⁶3d³ plus a continuum electron, where the energy allows it. That final state has total spin at most 3/2 + ½ = 2, so in LS coupling the channel is open to the ⁵P terms and closed to ⁷P. Ratios such as 5/7 or 0.482 are ratios of areas and do not transfer to peak heights.

Numbers as computed

```
V (Z=23) 3d5 6S, exchange-only LDA orbitals, unscaled integrals
E(V+ 1s1 3d5) = -739.976 Eh, E(V+ 3p5 3d5) = -938.172 Eh
Delta-SCF photon energy = 5393 eV
<r> 3p = 1.028 bohr, <r> 3d = 1.497 bohr
F2dd = 7.583 eV
F4dd = 4.650 eV
F2pd = 9.046 eV
G1pd = 11.232 eV
G3pd = 6.688 eV
F2 = 0.1547 eV, F4 = 0.01054 eV, f2 = 0.2584 eV
g1 = 0.7488 eV, g3 = 0.02730 eV
K = 2.0708 eV, x1 = 0.8365 eV, x2 = 0.4153 eV
E(4P)-E(6S) = 3.297 eV, E(4D)-E(6S) = 3.580 eV
H00 = 12.425 eV, H11 = 7.240 eV, H22 = 6.282 eV
H01 = -4.098 eV, H02 = 5.383 eV, H12 = -0.704 eV
7P line: E = 0.000 eV, I(up removed) = 0.1667, I(down removed) = 1.0000
5P line 1: E = 2.558 eV, I(up) = 0.2609, I(down) = 0.0000
  parent weights 6S/4P/4D = 0.3131 / 0.1436 / 0.5433
5P line 2: E = 6.276 eV, I(up) = 0.0101, I(down) = 0.0000
  parent weights 6S/4P/4D = 0.0121 / 0.7182 / 0.2697
5P line 3: E = 17.114 eV, I(up) = 0.5623, I(down) = 0.0000
  parent weights 6S/4P/4D = 0.6748 / 0.1382 / 0.1870
5P centroid (CI) = 12.425 eV = 0.4566 Eh; 6K = 12.425 eV
5P variance = 45.776 eV^2, rms spread = 6.766 eV
K-beta-prime splitting = 17.114 eV = 0.6289 Eh
excess over 6K = 4.689 eV
I(all 5P)/I(7P) = 0.7143
I(K-beta-prime)/I(7P) = 0.4820
I(K-beta-prime)/I(7P + lowest 5P) = 0.3939
minority fraction of 7P = 0.8571
minority fraction of 7P + lowest 5P = 0.7005
G2(1s,3d) = 0.0356 eV, E(5S)-E(7S) = 0.0427 eV
7S/5S weights: up removed 0.1667/0.8333, down removed 1.0000/0.0000
zeta(3p) = 0.5437 eV, A = -0.0906 eV, 7 zeta/6 = 0.6343 eV
7P levels J=4,3,2 with spin-orbit (CI) = -0.2718, 0.0641, 0.3408 eV
minority fraction of 7P with spin-orbit = 0.8551
omega^3 factor of K-beta-prime = 0.9905
```
